Zero Mean Polarization in a Small Hafnia Cell Does Not Prove Paraelectricity

Suppose that a cell of 96 atoms is run at 900 K for 2 ns and its time-averaged polarization comes out as 1.5 µC/cm², against about 50 µC/cm² for a fully polar cell. Read as proof of a paraelectric phase, this number puts the transition below 900 K. In the model worked out here, which produced that very number, the transition lies at 1500 K. The error would spread: a sound learned potential might be refitted to cure a fault it does not have.

The belief behind the reading deserves a fair statement. Polarization is the order parameter of a ferroelectric. In the paraelectric phase its equilibrium value is zero, and a long trajectory samples equilibrium. So a long trajectory with zero mean seems to show a paraelectric phase. The first two statements are correct. The inference fails because a finite cell has zero equilibrium mean in the ferroelectric regime too.

**A cell whose statistics can be summed**

Let the simulated cell contain N crystal unit cells, each with a sign s = +1 or −1 for its polar displacement. Define

M = Σ s, m = M/N, P = P₀m,

where P₀ is the polarization with all signs equal. P is measured on one continuous branch, on which the two polar states are inversion partners at ±P. The energy is

E(M) = −JM²/(2N), K = J/(k_BT).

Every unit cell is coupled equally to every other, so this is a mean-field model, and J > 0 favours equal signs. The macroscopic electric field is zero, and the motion is classical.

If n signs are positive, then M = 2n − N, and the number of such arrangements is the binomial coefficient C(N,n). The Boltzmann distribution is therefore

p(M) ∝ C(N,n) exp[KM²/(2N)], n = (N + M)/2.

Reversing all signs replaces n by N − n. Neither C(N,n) nor M² changes, so p(M) = p(−M), and the terms of the mean cancel in pairs:

⟨P⟩ = (P₀/N) Σ M p(M) = 0.

This holds at every temperature and for every finite N. Nothing in it refers to a phase. Below the transition temperature, a spontaneous polarization appears in the limit N → ∞ if that limit is taken before the observation time is made long, because the system then has no time to visit its inversion partner.

**One peak or two**

The information lost in the mean is in the shape of p(M). Compare neighbouring values M and M + 2. The ratio of binomial coefficients is

C(N,n+1)/C(N,n) = (N − n)/(n + 1) = (N − M)/(N + M + 2),

and the exponent changes by

K[(M + 2)² − M²]/(2N) = 2K(M + 1)/N.

Put x = (M + 1)/N. Then N − M = N + 1 − Nx and N + M + 2 = N + 1 + Nx. Since artanh y = ½ ln[(1 + y)/(1 − y)],

ln[p(M + 2)/p(M)] = 2Kx − 2 artanh[Nx/(N + 1)].

For x > 0 artanh is convex, so the right side is concave, and it vanishes at x = 0. If it is negative at the first step away from the centre, it stays negative, and the distribution falls outward from a single central maximum. If it is positive there, the distribution first rises, and then either turns down once or rises up to saturation. With the mirror half included, this model has one peak or two.

For even N the first step starts at M = 0, so x = 1/N. Two peaks require

K > N artanh[1/(N + 1)] = (N/2) ln(1 + 2/N) ≈ 1 − 1/N,

where the last form keeps the first correction for large N. For odd N ≥ 3 the two central values M = ±1 are equally likely, and the first step has x = 2/N.

Now take rough hafnia-like parameters: P₀ = 50 µC/cm², a unit cell of 0.133 nm³ with 12 atoms, and J = 0.129 eV, so that J/k_B = 1500 K. For N = 8 at 900 K, K = 1500/900 = 1.667. The weights C(8,n) exp(KM²/16) are

|M| = 0, 2, 4, 6, 8: 70, 85, 148, 340, 786.

All but the first occur twice, so the total is 70 + 2(85 + 148 + 340 + 786) = 2788. Let the middle of the distribution mean |P| ≤ 0.4P₀ = 20 µC/cm². It contains M = 0 and ±2, hence a share

(70 + 2 × 85)/2788 = 8.6 %.

At 2100 K, K = 0.714 and the weights become 70, 67, 57, 40 and 17. The largest is now at the centre, and the middle holds 47 %.

Stochastic trajectories of the two cases, each 2 ns long and started fully polarized, gave:

900 K: mean 1.5 µC/cm², middle share 9.8 %
2100 K: mean −0.1 µC/cm², middle share 47.1 %

Both means are small compared with P₀. The first cell is nevertheless strongly polarized most of the time, whereas the second spends nearly half its time in the middle.

**Why two peaks in one cell are not enough**

It would be tempting to replace one quick verdict by another and call every bimodal cell ferroelectric. To see why that fails, the phase itself must be found from large N. Stirling's formula gives, to leading order,

p(m) ∝ exp[−Nφ(m)],

φ(m) = −Km²/2 + ½[(1 + m) ln(1 + m) + (1 − m) ln(1 − m)].

The first term is the coupling energy per unit cell divided by k_BT. The second is minus the entropy per unit cell in units of k_B, measured from m = 0. Differentiation gives

φ′(m) = −Km + artanh m, φ″(0) = 1 − K.

For K < 1 the single minimum is m = 0. For K > 1 there are two, at the nonzero solutions ±m_s of m_s = tanh(Km_s). The large-cell transition is therefore at K = 1, or T_c = J/k_B = 1500 K.

The finite-cell condition for two peaks is weaker. For N = 8 it reads K > 4 ln 1.25 = 0.893, which holds up to 1500/0.893 = 1680 K. At 1600 K, on the paraelectric side, the eight-unit cell indeed has peaks at ±25 µC/cm². They are shallow: the logarithm of the ratio of peak to centre is 0.02. At the same temperature the cells with N = 27 and N = 64 have a single central maximum. The peaks of the small cell come from its size.

Growth with N separates the phases. Below T_c, the free-energy barrier in units of k_BT is NΔφ to leading order, where Δφ = φ(0) − φ(m_s) = −φ(m_s). At 900 K, m_s = 0.907 and

Δφ = 0.686 − 0.506 = 0.180.

The energy favours the polar state by 0.686 per unit cell, and entropy takes back 0.506. The next factor in Stirling's formula makes the binomial coefficient proportional to (1 − m²)^(−1/2). This raises the peak relative to the centre by −½ ln(1 − m_s²) = 0.87 in the logarithm. For N = 27 the sum is 27 × 0.1805 + 0.87 = 5.74, and the full distribution also gives 5.74. For N = 8 and N = 64 the full distribution gives 2.4 and 12.4.

Above T_c the expansion φ ≈ (1 − K)m²/2 makes the large-cell distribution Gaussian, with

N⟨m²⟩ → 1/(1 − K).

Thus, for large N, the root-mean-square polarization falls as N^(−1/2); in small cells it falls somewhat more slowly. At 2100 K it is 26, 16 and 11 µC/cm² for N = 8, 27 and 64. At 900 K it is 43, 44 and 45 µC/cm², tending to P₀m_s = 45 µC/cm². The means are zero in all six cases.

A single number that follows the shape is the fourth-order cumulant

U = 1 − ⟨m⁴⟩/(3⟨m²⟩²).

Two narrow peaks at ±m_s have ⟨m⁴⟩ = ⟨m²⟩², so U → 2/3. A Gaussian centred at zero has ⟨m⁴⟩ = 3⟨m²⟩², so U → 0. For the three sizes in order, U is 0.60, 0.65 and 0.66 at 900 K, but 0.38, 0.29 and 0.24 at 1600 K. No single value at 1600 K settles the phase, and close to T_c neither does the trend over a few small sizes. At 1450 K, on the ferroelectric side, U also falls at first, from 0.415 to 0.368 and 0.360 for the same three sizes; by N = 1000 it has risen to 0.473.

**How fast the sign is lost**

Whether a run shows a zero mean depends on the reversal time. Let one unit cell change sign at the rate

w = 2Γ/[1 + exp(ΔE/k_BT)], Γ = ν exp[−U_h/(k_BT)],

where ΔE is the change in coupling energy. The ratio of forward to backward rate is exp(−ΔE/k_BT), as detailed balance requires, and w = Γ for an uncoupled unit cell. With a rough attempt frequency ν = 10 THz and hop barrier U_h = 0.20 eV, Γ = 0.76 per ps at 900 K.

Let uₙ and dₙ be the total rates for n → n + 1 and n → n − 1, and write pₙ for the equilibrium probability of n positive signs. Let θₙ be the mean time to reach n − 1 for the first time from n. After a mean wait 1/(uₙ + dₙ), the system either steps down and is finished, or steps up and must first return:

θₙ = 1/(uₙ + dₙ) + [uₙ/(uₙ + dₙ)](θₙ₊₁ + θₙ).

Multiplying by uₙ + dₙ and cancelling uₙθₙ gives

dₙθₙ = 1 + uₙθₙ₊₁.

Multiply by pₙ and use detailed balance, pₙuₙ = pₙ₊₁dₙ₊₁:

pₙdₙθₙ = pₙ + pₙ₊₁dₙ₊₁θₙ₊₁.

At n = N there is no upward step, so repeated substitution ends there:

θₙ = [Σ_(j≥n) p_j]/(pₙdₙ).

The reversal time t_r is the sum of θₙ over the downward steps from the positive peak to its mirror image. Its largest terms lie near the centre, where pₙ is small by the factor exp(−NΔφ) relative to the peak. For large N, about √N terms contribute, dₙ grows as N, and pₙ carries a further factor N^(−1/2). These powers cancel, leaving t_r ∝ exp(NΔφ).

At 900 K the sum gives:

N = 8, 96 atoms: t_r = 33 ps
N = 27, 324 atoms: t_r = 0.88 ns
N = 64, 768 atoms: t_r = 0.65 µs

The temperature, the potential and the 2 ns run are held fixed, yet the expected number of reversals drops from about 61 to 2.3 to 0.003. The smallest cell shows a mean near zero; the largest, started polar, will most likely keep its sign. If the mean decided the phase, one material at one temperature would be given two phases.

**How small the measured mean should be**

When the barrier is high, the cell is nearly a two-state system with reversal rate 1/t_r in each direction. The difference between the two populations then decays at the rate 2/t_r, so the correlation time is τ = t_r/2. Diagonalizing the complete rate matrix gives τ = 13 ps for N = 8, where t_r/2 is 16 ps and the barrier is too low for the two-state picture to be accurate. For N = 27 it gives 435 ps, against t_r/2 = 441 ps.

Take the correlation function as ⟨P(0)P(s)⟩ = ⟨P²⟩exp(−s/τ). The variance of the average over a run of length t is a double time integral of this function. Collecting pairs of times with separation s gives

Var(P̄) = (2/t²) ∫₀ᵗ (t − s)⟨P²⟩exp(−s/τ) ds.

The integral of (t − s)exp(−s/τ) is tτ − τ²[1 − exp(−t/τ)], so

Var(P̄) = 2⟨P²⟩(τ/t){1 − (τ/t)[1 − exp(−t/τ)]}.

For t ≫ τ the scatter of the mean falls as P_rms(2τ/t)^(1/2), with P_rms = ⟨P²⟩^(1/2). For t ≪ τ the variance tends to ⟨P²⟩: the run reports the well in which it began.

For N = 8 at 900 K, τ/t = 13/2000 = 0.0065, and the expected scatter is 42.8 × (2 × 0.0065 × 0.9935)^(1/2) = 4.9 µC/cm². All relaxation modes together give 4.8 µC/cm². The sampled mean of 1.5 µC/cm² is thus an ordinary result for a cell that reverses between polar states. For N = 27 the scatter is 26 µC/cm², so a 2 ns run is too short to fix even the mean.

The same formula warns against averaging before the histogram is made. For N = 27, 2000 trajectories were averaged over blocks of length 10τ, about 4.3 ns. Of the block means, 68 % fell in the middle, compared with 0.8 % of the instantaneous values. A block contains about five reversals on average, and averaging over them fills the gap. The histogram needs instantaneous values. Even averages over 0.01τ, about 4 ps, change the middle share, from 0.8 to about 0.5 %.

**When the mean is not zero**

The symmetry argument fails if something favours one sign. In a field E the two wells have energies ∓VPE, where V is the volume of the simulated cell. Treating each well as sharp at P_rms gives Boltzmann weights exp(±VP_rmsE/k_BT), and hence

⟨P⟩ ≈ P_rms tanh[VP_rmsE/(k_BT)].

The wells differ by k_BT when E = k_BT/(2VP_rms). For N = 27 at 900 K, V = 27 × 0.133 = 3.59 nm³ and P_rms = 44 µC/cm², so this field is 0.039 MV/cm. Summed over the full distribution, the mean is then 21 µC/cm². A small bias can therefore produce a large mean in a cell that still reverses. Since a paraelectric cell also polarizes in a field, a nonzero mean does not identify the phase either.

The electrical boundary condition matters more. If the displacement field D is held at zero instead of E, a uniformly polarized cell pays the energy VP²/(2ε₀ε). With a rough background permittivity ε = 30, this is 8.3 eV for N = 27, or 107 k_BT at 900 K. It far exceeds the 5.7 k_BT barrier and would suppress the uniform polar states. The two-peak distribution derived here belongs to zero macroscopic field.

**What changes in hafnia**

The parameters are rough values in the range discussed for polar orthorhombic hafnia, not a fit, and the 1500 K transition is an input. The assumption most at risk is equal coupling between all unit cells, because polar layers in hafnia are thought to couple weakly along one direction. The distribution for 27 unit cells with nearest-neighbour coupling can be summed with a transfer matrix. The energy of the fully polar state is held fixed, as is the temperature of 900 K. With equal coupling along the three axes there are still two peaks, and the middle share rises from 0.8 to 3.5 %. With couplings in the ratio 12 : 12 : 1, so that three layers are weakly bound to one another, there are four peaks and the middle holds 42 %. Three layers with independent signs would give net polarizations near ±P and ±P/3, which suggests the origin of the four peaks. In so small a cell the total polarization can be small while every layer is polar, so the polarization of each layer must be examined as well. The share of 42 % belongs to this cell of three layers and should not be carried over to larger ones.

The reversal times depend strongly on the same assumption. With equal nearest-neighbour coupling along the three axes, the same fully polar energy and the same hop rule, about a third of 200 trajectories of a 64-unit cell, started fully polar, reached the opposite polar state within 1.7 ns at 900 K. With equal coupling between all unit cells, only about 0.3 % would do so. The reversal times given here therefore belong to the equal-coupling model and are not estimates for hafnia.

Three other omissions have smaller effects than weak layer coupling on the polarization distribution of the 27-unit cell, at the rough values chosen here. Hafnia has a nonpolar tetragonal competitor, which a model with two signs cannot represent. Allowing each unit cell a nonpolar state 0.10 eV above an uncoupled polar one leaves two peaks and a middle share of 4.6 %. This depends strongly on the energy chosen: with no energy difference the share is 41 %, and with the nonpolar state 0.05 eV lower only one peak remains. For real hafnia the competitor therefore cannot be dismissed on this estimate. Vibrations within a well broaden P by about (k_BTε₀(ε − 1)/V)^(1/2) = 3 µC/cm², too little to merge peaks at ±46 µC/cm². If the barrier top has the same frequency ν as the well, the leading tunnelling factor, 1 + (hν/k_BT)²/24, raises the hopping rate by about 1 %, and the quantized vibration in the well adds about as much again. Strain, defects and temperature-dependent couplings are left out and have not been sized. So is the nonpolar monoclinic phase, which is more stable than the polar one in bulk hafnia; the distributions discussed here can apply to hafnia only while the cell does not transform to it.

The reversal time is sensitive to the potential, whereas the equilibrium mean is zero for every J. At fixed K, m_s is a stationary point of φ, so a small change in J alters Δφ at first order only through the explicit factor K:

δ(Δφ) = (Km_s²/2)(δJ/J) = 0.686 δJ/J.

For N = 27 and a 10 % larger J, the barrier grows by about 27 × 0.0686 = 1.85, which suggests a factor e^1.85 = 6.4 in the reversal time. The full sum gives 5.6, with the hop barrier held fixed. Two learned potentials that differ by 10 % in this coupling can thus give visibly different time averages while both describe a ferroelectric at 900 K.

At 350 K, nearer to the temperature of a memory capacitor, the same 27 unit cells, again with equal coupling, would take about 1.3 × 10⁷ s to reverse, or five months. This is not a retention time: a real film has electrodes, grains and domain walls, which alter both the bias and the path of reversal. It does show how strongly the rapid reversals depend on the high temperature, since the cell size is the same.

What a zero time average supports is therefore limited. With symmetric wells, it is what a run much longer than the correlation time should give, in either phase. One way to find the phase is to follow the distribution of instantaneous polarization, at fixed temperature and zero macroscopic field, through several cell sizes. Close to T_c these must include large cells, because the barrier can shrink at first even on the ferroelectric side. In this model, a barrier that keeps growing at large N marks the ferroelectric side; peaks that merge, with N⟨m²⟩ approaching a finite value, mark the paraelectric side.
